# Boltzmann–Matano inversion and the uniqueness of the Matano plane: test program

```python
# Result under test: for c_t = (D(c) c_x)_x started from a step, the profile gives
#   D(c*) = -(1/2t) (dx/dc)|c* * integral from c_R to c* of (x - x_M) dc,
# where x_M, the Matano plane, is the one root of: integral of (x - x_M) dc = 0
# over the whole profile, and x_M is the initial contact plane.
# c: Cu mole fraction (1 at far left, 0 at far right); x in um; t in s;
# D: interdiffusivity in um^2/s; lam = (x - contact plane)/sqrt(t).
# Example: Cu-Ni couple near 1273 K with rough model values of D.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.ndimage import gaussian_filter1d
from scipy.special import erfc

D_NI, D_CU = 2.0e-3, 5.0e-2
TEMPERATURE = 1273.0
HOURS = 100.0
t_end = HOURS * constants.hour
CONTACT = 150.0            # contact plane in an arbitrary laboratory coordinate


def diffusivity(c):
    return D_NI * (D_CU / D_NI) ** c


def matano_plane(x, c):
    dc = np.diff(c)
    return np.sum(0.5 * (x[1:] + x[:-1]) * dc) / np.sum(dc)


def invert(x, c, t, c_star, plane=None):
    """Return D, slope dc/dx and moment integral at the compositions c_star."""
    if plane is None:
        plane = matano_plane(x, c)
    terms = (0.5 * (x[1:] + x[:-1]) - plane) * np.diff(c)
    moment = -np.append(np.cumsum(terms[::-1])[::-1], 0.0)
    slope = np.gradient(c, x)
    m = np.interp(c_star, c[::-1], moment[::-1])
    s = np.interp(c_star, c[::-1], slope[::-1])
    return -m / (2 * t * s), s, m


# --- Road 1: time-dependent solution from the step, no similarity assumed ---
dx = 2.0
n_cells = 1200
x_lab = CONTACT - 1500.0 + dx * (np.arange(n_cells) + 0.5)
x_face = 0.5 * (x_lab[1:] + x_lab[:-1])
step = np.where(x_lab < CONTACT, 1.0, 0.0)


def face_flux(c):
    return -diffusivity(0.5 * (c[1:] + c[:-1])) * np.diff(c) / dx


def conserving_rate(t, c):
    return -np.diff(np.concatenate(([0.0], face_flux(c), [0.0]))) / dx


def nonconserving_rate(t, c):
    rate = np.zeros_like(c)
    rate[1:-1] = diffusivity(c[1:-1]) * (c[2:] - 2 * c[1:-1] + c[:-2]) / dx**2
    return rate


def evolve(rate):
    sol = solve_ivp(rate, (0.0, t_end), step, method="LSODA", lband=1, uband=1,
                    t_eval=[t_end / 4, t_end], rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[:, 0], sol.y[:, 1]


c_quarter, c_final = evolve(conserving_rate)
_, c_control = evolve(nonconserving_rate)
plane_pde = matano_plane(x_lab, c_final)
plane_control = matano_plane(x_lab, c_control)
c_test = np.linspace(0.1, 0.9, 17)
D_pde = invert(x_lab, c_final, t_end, c_test)[0]
error_pde = np.max(np.abs(D_pde / diffusivity(c_test) - 1))
assert error_pde < 0.01                 # finite cells of 2 um
assert abs(plane_pde - CONTACT) < 0.01
assert abs(plane_control - CONTACT) > 5.0   # without conservation the plane moves

# --- Road 2: similarity profile by iteration of its integral form ---
lam = np.linspace(-2.5, 1.5, 8001)
c_sim = 0.5 * erfc(lam / (2 * np.sqrt(0.02)))
for _ in range(500):
    D_now = diffusivity(c_sim)
    exponent = cumulative_trapezoid(lam / (2 * D_now), lam, initial=0.0)
    weight = np.exp(-(exponent - exponent.min())) / D_now
    area = cumulative_trapezoid(weight, lam, initial=0.0)
    depletion = area / area[-1]         # this is 1 - c, accurate in the Cu tail
    change = np.max(np.abs(1 - depletion - c_sim))
    c_sim = 0.5 * c_sim + 0.5 * (1 - depletion)
    if change < 1e-12:
        break
assert change < 1e-10
x_sim = lam * np.sqrt(t_end)            # contact plane at zero
plane_sim = matano_plane(x_sim, c_sim)
assert abs(plane_sim) < 0.05

# The step solution must collapse onto this one profile at both times.
collapse = []
for time, profile, limit in ((t_end / 4, c_quarter, 1e-2), (t_end, c_final, 5e-3)):
    expected = np.interp((x_lab - CONTACT) / np.sqrt(time), lam, c_sim)
    collapse.append(np.max(np.abs(profile - expected)))
    assert collapse[-1] < limit         # finite cells, coarser at early time

# Flux: peak at the contact plane, Gaussian bound, and link to transferred amount.
flux = face_flux(c_final)
x_peak = x_face[np.argmax(flux)]
assert abs(x_peak - CONTACT) <= 2 * dx
ratio = flux / flux.max()
bound = np.exp(-(x_face - CONTACT) ** 2 / (4 * D_CU * t_end))
seen = ratio > 1e-4
assert np.all(ratio[seen] <= 1.01 * bound[seen])
zero = np.argmin(np.abs(lam))
gain = trapezoid(c_sim[zero:], x_sim[zero:])
loss = trapezoid(depletion[:zero + 1], x_sim[:zero + 1])
flux_contact = np.interp(CONTACT, x_face, flux)
assert abs(gain / loss - 1) < 2e-3
assert abs(2 * t_end * flux_contact / gain - 1) < 1e-2

# Worked inversion and a misplaced plane.
c_show = np.array([0.2, 0.5, 0.8])
D_show, slope_show, moment_show = invert(x_sim, c_sim, t_end, c_show)
x_show = np.interp(c_show, c_sim[::-1], x_sim[::-1])
assert np.max(np.abs(D_show / diffusivity(c_show) - 1)) < 3e-3
shift = 10.0
c_bad = np.array([0.1, 0.5, 0.9, 0.99, 0.999])
D_bad = invert(x_sim, c_sim, t_end, c_bad, plane_sim + shift)[0]
bad_ratio = D_bad / diffusivity(c_bad)
assert bad_ratio[-1] < 0 and abs(bad_ratio[-1]) > abs(bad_ratio[1])

# --- Molar volume: c_sim is now the mole fraction in a mole-fixed coordinate ---
V_NI, V_CU, BOW = 6.6, 7.1, 0.1         # cm^3/mol; rough, rough, assumed


def real_space(bow):
    volume = V_NI + (V_CU - V_NI) * c_sim + bow * c_sim * (1 - c_sim)
    start = V_CU / V_NI * x_sim[0]      # far Cu end fixed, contact plane at zero
    x = start + cumulative_trapezoid(volume / V_NI, x_sim, initial=0.0)
    return x, matano_plane(x, c_sim / volume), matano_plane(x, (1 - c_sim) / volume)


x_linear, plane_cu_linear, plane_ni_linear = real_space(0.0)
_, plane_cu_bow, plane_ni_bow = real_space(BOW)
assert max(abs(plane_cu_linear), abs(plane_ni_linear)) < 0.02
assert abs(plane_cu_bow - plane_ni_bow) > 0.1
plane_fraction = matano_plane(x_linear, c_sim)
D_naive = invert(x_linear, c_sim, t_end, c_show)[0]
D_true = diffusivity(c_show) * ((V_NI + (V_CU - V_NI) * c_show) / V_NI) ** 2
volume_error = 100 * (D_naive / D_true - 1)

# --- Other neglected effects, sized for the same couple ---
EXPANSION, COOLING = 1.8e-5, 980.0      # 1/K (rough), K
contraction_error = 100 * ((1 - EXPANSION * COOLING) ** 2 - 1)
PORE_WIDTH, PORE_C = 5.0, 0.8           # assumed equivalent pore layer
x_pore = x_sim - PORE_WIDTH * (c_sim > PORE_C)
plane_pore = matano_plane(x_pore, c_sim)
assert abs(plane_pore + PORE_WIDTH * (1 - PORE_C)) < 0.05
pore_error = 100 * (invert(x_pore, c_sim, t_end, 0.5)[0] / diffusivity(0.5) - 1)
BLUR = 1.0                              # um, assumed standard deviation of probe
c_blur = gaussian_filter1d(c_sim, BLUR / (x_sim[1] - x_sim[0]), mode="nearest")
blur_error = 100 * (invert(x_sim, c_blur, t_end, 0.2)[0] / D_show[0] - 1)
HALF = 1000.0                           # um, assumed thickness of each half
end_depletion = np.interp(-HALF, x_sim, depletion)
ENERGY, T_ERROR = 2.4, 5.0              # eV (rough), K (assumed)
k_ev = constants.k / constants.e
temperature_error = 100 * (np.exp(ENERGY / k_ev * (1 / TEMPERATURE
                           - 1 / (TEMPERATURE + T_ERROR))) - 1)
TIME_ERROR = 10.0                       # min, assumed
timing_error = 100 * TIME_ERROR * constants.minute / t_end

print(f"Temperature: {TEMPERATURE:.0f} K; anneal: {HOURS:.0f} h = {t_end:.3g} s")
print(f"Model D at Ni end: {D_NI:.3g} um^2/s; at Cu end: {D_CU:.3g} um^2/s")
print(f"Time-dependent run: cell width {dx:.1f} um, cells {n_cells}")
print(f"Contact plane, laboratory coordinate: {CONTACT:.2f} um")
print(f"Matano plane from that run: {plane_pde:.2f} um")
print(f"Plane in non-conserving control: {plane_control:.2f} um")
print(f"Largest error of recovered D, X = 0.1 to 0.9: {100*error_pde:.2f} %")
print(f"Largest collapse mismatch in X at t/4: {collapse[0]:.1e}; at t: {collapse[1]:.1e}")
print(f"Flux peak, nearest cell face: {x_peak:.1f} um")
print(f"Similarity profile, plane minus contact plane: {plane_sim:.4f} um")
print(f"Equal areas: gain {gain:.2f} um, loss {loss:.2f} um")
print(f"2 t J at contact plane (J per total concentration): {2*t_end*flux_contact:.2f} um")
print("Inversion, x measured from the Matano plane:")
for c, x, s, m, d in zip(c_show, x_show, slope_show, moment_show, D_show):
    print(f" X={c:.1f}: x={x:.2f} um, dX/dx={s:.4e} 1/um, integral={m:.3f} um, D={d:.4e} um^2/s")
    print(f"  model D there: {diffusivity(c):.4e} um^2/s")
print(f"Main result, D at X=0.5: {D_show[1]*1e-8:.3e} cm^2/s")
print(f"Plane misplaced by {shift:.0f} um towards Ni, D found / model D:")
for c, r in zip(c_bad, bad_ratio):
    print(f" X={c:.3f}: {r:.3f}")
print(f"Molar volumes (rough): Ni {V_NI} cm^3/mol, Cu {V_CU} cm^3/mol")
print(f"Linear V, Cu plane {plane_cu_linear:.4f} um, Ni plane {plane_ni_linear:.4f} um")
print(f"Curved V (assumed bow {BOW} cm^3/mol): Cu plane {plane_cu_bow:.3f} um, "
      f"Ni plane {plane_ni_bow:.3f} um")
print(f"Linear V but mole fraction used: plane {plane_fraction:.2f} um")
for c, e in zip(c_show, volume_error):
    print(f" resulting error of D at X={c:.1f}: {e:.2f} %")
print(f"Contraction (rough {EXPANSION:.1e} 1/K, {COOLING:.0f} K): D error {contraction_error:.2f} %")
print(f"Pore layer (assumed {PORE_WIDTH:.0f} um at X={PORE_C}): plane {plane_pore:.2f} um, "
      f"D error at X=0.5 {pore_error:.2f} %")
print(f"Probe blur (assumed {BLUR:.0f} um): D error at X=0.2 {blur_error:.3f} %")
print(f"Half thickness (assumed) {HALF:.0f} um: 1-X at outer Cu face {end_depletion:.1e}")
print(f"Temperature error (assumed {T_ERROR:.0f} K, rough {ENERGY} eV): D change {temperature_error:.2f} %")
print(f"Timing error (assumed {TIME_ERROR:.0f} min): D error {timing_error:.2f} %")
print("all good")
```

Output:

```
Temperature: 1273 K; anneal: 100 h = 3.6e+05 s
Model D at Ni end: 0.002 um^2/s; at Cu end: 0.05 um^2/s
Time-dependent run: cell width 2.0 um, cells 1200
Contact plane, laboratory coordinate: 150.00 um
Matano plane from that run: 150.00 um
Plane in non-conserving control: 76.37 um
Largest error of recovered D, X = 0.1 to 0.9: 0.17 %
Largest collapse mismatch in X at t/4: 4.7e-04; at t: 1.2e-04
Flux peak, nearest cell face: 150.0 um
Similarity profile, plane minus contact plane: -0.0002 um
Equal areas: gain 38.76 um, loss 38.76 um
2 t J at contact plane (J per total concentration): 38.76 um
Inversion, x measured from the Matano plane:
 X=0.2: x=78.67 um, dX/dx=-7.0983e-03 1/um, integral=19.459 um, D=3.8075e-03 um^2/s
  model D there: 3.8073e-03 um^2/s
 X=0.5: x=31.91 um, dX/dx=-5.0660e-03 1/um, integral=36.475 um, D=1.0000e-02 um^2/s
  model D there: 1.0000e-02 um^2/s
 X=0.8: x=-65.58 um, dX/dx=-1.7945e-03 1/um, integral=33.935 um, D=2.6265e-02 um^2/s
  model D there: 2.6265e-02 um^2/s
Main result, D at X=0.5: 1.000e-10 cm^2/s
Plane misplaced by 10 um towards Ni, D found / model D:
 X=0.100: 0.908
 X=0.500: 0.863
 X=0.900: 0.624
 X=0.990: -1.288
 X=0.999: -16.235
Molar volumes (rough): Ni 6.6 cm^3/mol, Cu 7.1 cm^3/mol
Linear V, Cu plane -0.0003 um, Ni plane -0.0003 um
Curved V (assumed bow 0.1 cm^3/mol): Cu plane -0.000 um, Ni plane 0.803 um
Linear V but mole fraction used: plane -4.01 um
 resulting error of D at X=0.2: 2.46 %
 resulting error of D at X=0.5: 0.96 %
 resulting error of D at X=0.8: -0.39 %
Contraction (rough 1.8e-05 1/K, 980 K): D error -3.50 %
Pore layer (assumed 5 um at X=0.8): plane -1.00 um, D error at X=0.5 1.37 %
Probe blur (assumed 1 um): D error at X=0.2 0.076 %
Half thickness (assumed) 1000 um: 1-X at outer Cu face 2.3e-08
Temperature error (assumed 5 K, rough 2.4 eV): D change 8.94 %
Timing error (assumed 10 min): D error 0.17 %
all good
```
